# Wick rotation of the ground-state many-potential self-energy and its half-residue pole term

## First half: from one photon mode to the rotated contour

### One level and one photon mode

Take an electron in a state $a$ of energy $\varepsilon_a$. It emits a photon, passes through a level $n$, and reabsorbs the photon. Keep one photon wave number $k$ and write $q=\hbar ck>0$. Up to a coupling strength, the energy shift is the number

$$J=\frac{i}{2\pi}\int_{-\infty}^{\infty}dz\;\frac{1}{\varepsilon_a-z-\varepsilon_n(1-i0)}\;\frac{q^2}{q^2-z^2-i0}.$$

Here $z$ is the energy carried by the photon line. The second factor is the photon propagator, scaled to equal 1 at $z=0$. The symbol $i0$ is a positive infinitesimal imaginary part, which says on which side of the contour each pole lies.

Let $\varepsilon_n>0$ and $\delta=\varepsilon_n-\varepsilon_a$. The electron denominator is $-\delta-z+i0$, so its pole is at $z=-\delta+i0$, above the contour. The photon poles are at $z=q-i0$, below, and $z=-q+i0$, above. The integrand falls as $|z|^{-3}$, so the contour may be closed in the lower half-plane, where it encloses one pole. Since

$$\frac{q^2}{q^2-z^2}=\frac{q^2}{(q-z)(q+z)},$$

the photon factor has residue $-q/2$ at $z=q$. The closed contour runs clockwise, which gives $-2\pi i$ times the residue:

$$J=\frac{i}{2\pi}(-2\pi i)\left(-\frac q2\right)\frac{1}{-\delta-q}=\frac{q}{2(q+\delta)}.\qquad(1)$$

For a negative-energy level put $\Delta=\varepsilon_a-\varepsilon_n>0$. The denominator is now $\Delta-z-i0$ and the electron pole lies below the contour. Closing above encloses $z=-q$, where the photon factor has residue $+q/2$:

$$J=\frac{i}{2\pi}(2\pi i)\,\frac q2\,\frac{1}{\Delta+q}=-\frac{q}{2(q+\Delta)}.\qquad(2)$$

Two limits show what these numbers mean. For $q\to\infty$ the photon acts instantaneously, and each positive level counts $+\frac12$ and each negative level $-\frac12$. For $\delta=0$, when the intermediate level is the state $a$ itself, (1) gives $\frac12$ for every $q$. This is the half residue in its simplest form.

### The same integral on the imaginary axis

Suppose first that $\delta>0$. The poles at $-\delta$ and $-q$ sit just above the negative real axis, and the pole at $q$ sits just below the positive real axis. The first and third quadrants are empty. The contour can therefore be turned counterclockwise until $z=iy$, with $y$ running from $-\infty$ to $\infty$. Then $dz=i\,dy$, and

$$\frac{1}{-\delta-iy}=-\frac{\delta-iy}{\delta^2+y^2}.$$

The prefactor is $(i/2\pi)\,i=-1/2\pi$. The part odd in $y$ integrates to zero, and the even part is twice its integral over $y>0$:

$$J=\frac1\pi\int_0^\infty dy\,\frac{\delta}{\delta^2+y^2}\,\frac{q^2}{q^2+y^2}.\qquad(3)$$

To compare with (1), use partial fractions for $\delta\neq q$:

$$\int_0^\infty\frac{dy}{(\delta^2+y^2)(q^2+y^2)}=\frac{1}{q^2-\delta^2}\,\frac\pi2\left(\frac1\delta-\frac1q\right)=\frac{\pi}{2\delta q(q+\delta)}.$$

Multiplication by $\delta q^2/\pi$ returns $q/[2(q+\delta)]$. The case $\delta=q$ follows by continuity.

Now set $\delta=0$. The integrand of (3) vanishes for every $y>0$, yet (1) gives $\frac12$. The missing piece is the pole at $z=+i0$. It lies to the left of the original contour, as seen by someone walking along it from $-\infty$ to $\infty$. It must stay on the left after the rotation. Since the new contour runs upward, it has to pass the origin on the right.

Let the detour be $z=\rho e^{i\theta}$, with $\theta$ going from $-\pi/2$ to $\pi/2$ and $\rho<q$. For small $\rho$ the photon factor is 1, and

$$\frac{i}{2\pi}\int\frac{dz}{-z}=\frac{i}{2\pi}\left(-\int_{-\pi/2}^{\pi/2}i\,d\theta\right)=\frac{i}{2\pi}(-i\pi)=\frac12.\qquad(4)$$

The straight parts contain $1/(-iy)$ times an even function and cancel. The half circle supplies the whole answer.

Equation (3) has another useful limit. As $\delta\to0^+$, the function $\delta/(\delta^2+y^2)$ becomes a narrow peak whose area over $y>0$ is $\pi/2$. The integral therefore tends to $\frac12$, although its value at $\delta=0$ is zero. The rotated integral jumps, and the pole term restores the continuity of $J$.

The approach from below gives the same result. Let $\delta=-d$ with $0<d<q$, a positive level below $a$. Formula (3) would give $-q/[2(q+d)]$, whereas (1) gives $q/[2(q-d)]$. The difference is

$$\frac q2\left(\frac1{q-d}+\frac1{q+d}\right)=\frac{q^2}{q^2-d^2},$$

which is the photon factor at $z=d$ with weight one. A lower level has its pole above the positive real axis, so the rotation sweeps across it and collects a full residue. As $d\to0$ the sum is $-\frac12+1=\frac12$. A level above contributes no residue, a level below contributes a full one, and the reference level contributes half.

### All wave numbers: the gap closes

A real photon field contains all $k$. I need the identity

$$\frac{e^{i|\omega|r/c}}{r}=\frac2\pi\int_0^\infty dk\,\frac{k^2}{k^2-\omega^2/c^2-i0}\,\frac{\sin kr}{kr},\qquad(5)$$

where $\omega=z/\hbar$. To derive it, put $p=|\omega|/c$. Since $k\sin kr$ is even in $k$ and $k\cos kr$ is odd,

$$\int_0^\infty\frac{k\sin kr\,dk}{k^2-p^2-i0}=\frac1{2i}\int_{-\infty}^\infty\frac{k\,e^{ikr}dk}{k^2-p^2-i0}.$$

For $r>0$ the contour closes above, around $k=p+i0$. The residue is $pe^{ipr}/(2p)=e^{ipr}/2$, so the right side is $(1/2i)(2\pi i)e^{ipr}/2=\pi e^{ipr}/2$. Multiplication by $2/(\pi r)$ gives (5).

The poles at $\pm\hbar ck$ now fill two cuts. One lies just above the negative real axis and the other just below the positive real axis, and both start at zero. The detour used in (4) needed $\rho<q$ for every mode, which is impossible when $q$ reaches zero. The two cuts and the reference pole pinch the contour at zero photon energy.

The value remains definite. For $\delta=0$ each mode gives $\frac12$, so the superposition (5) gives

$$\frac2\pi\int_0^\infty dk\,\frac12\,\frac{\sin kr}{kr}=\frac1{2r},$$

half the static kernel. One can also give the photon a small mass, replacing $k^2-\omega^2/c^2$ in the denominator by $k^2+\kappa^2-\omega^2/c^2$. The cuts then start at $\pm\hbar c\kappa$, the detour fits through the gap, and it yields half the static kernel $e^{-\kappa r}/r$. The limit $\kappa\to0$ is again $1/(2r)$.

### The bound-electron self-energy

In the Furry picture the electron states are eigenstates of the Dirac Hamiltonian with the nuclear potential included,

$$H=c\,\vec\alpha\cdot\vec p+\beta mc^2+V,\qquad H\psi_n=\varepsilon_n\psi_n.$$

The nucleus is infinitely heavy, and $a$ is the 1s level with $\varepsilon_a>0$. With $C=e^2/4\pi\varepsilon_0=\alpha\hbar c$, the Feynman-gauge photon kernel on the real axis is

$$I(\omega)=C\,(1-\vec\alpha_1\cdot\vec\alpha_2)\,\frac{e^{i|\omega|r_{12}/c}}{r_{12}}.$$

The one-loop self-energy, before renormalization, is

$$\Delta E=\frac i{2\pi}\int_{-\infty}^\infty dz\sum_n\frac{\langle an|I(z/\hbar)|na\rangle}{\varepsilon_a-z-\varepsilon_n(1-i0)},\qquad(6)$$

$$\langle an|I|na\rangle=\iint d^3r_1d^3r_2\,\psi_a^\dagger(1)\psi_n^\dagger(2)\,I\,\psi_n(1)\psi_a(2).$$

Vacuum polarization is a separate correction and is not included.

The sign and the factor in (6) can be traced to ordinary second-order perturbation theory. In Feynman gauge each spatial component $\alpha_j$ couples, through $ec\,\alpha_jA_j$, to ordinary oscillators of amplitude $\sqrt{\hbar/(2\varepsilon_0ck\Omega)}$ in a volume $\Omega$. For a positive level $n$ the second-order shift is

$$-\Omega\int\frac{d^3k}{(2\pi)^3}\,\frac{e^2c^2\hbar}{2\varepsilon_0ck\Omega}\,\frac{|\langle n|\alpha_je^{-i\vec k\cdot\vec r}|a\rangle|^2}{\hbar ck+\delta}.$$

The angular integral of $e^{i\vec k\cdot\vec r_{12}}$ is $4\pi\sin(kr_{12})/(kr_{12})$. The constants combine to $e^2\hbar c/(4\pi^2\varepsilon_0)=C\hbar c/\pi$, and the shift becomes

$$-\frac C\pi\int_0^\infty dk\,\frac{\hbar ck}{\hbar ck+\delta}\left\langle an\left|\alpha_{j1}\alpha_{j2}\frac{\sin kr_{12}}{kr_{12}}\right|na\right\rangle.$$

Equations (5) and (1) turn the $\alpha_j$ part of (6) into the same expression, because $(2/\pi)\cdot\frac12=1/\pi$. The scalar component has the opposite sign, which comes from the metric and appears as the 1 in $1-\vec\alpha_1\cdot\vec\alpha_2$.

### The reference states

The 1s level has two magnetic substates. Both have energy $\varepsilon_a$, so both belong to the pinch. Label them $a'$ and define

$$I_{\rm ref}(\omega)=\sum_{a'}\langle aa'|I(\omega)|a'a\rangle.$$

Their denominator is $-z+i0$, and

$$\frac1{-z+i0}=-\frac1{z-i0}=-\mathcal P\frac1z-i\pi\delta(z).\qquad(7)$$

The kernel depends on $|\omega|$ and is even in $z$, so the principal-value part vanishes between symmetric limits. The delta function may be used if $I_{\rm ref}$ is continuous at zero. It is, because $|e^{i|\omega|r/c}-1|/r\le|\omega|/c$. Hence

$$\Delta E_{\rm pole}=\frac i{2\pi}(-i\pi)I_{\rm ref}(0)=+\frac12\sum_{a'}\langle aa'|I(0)|a'a\rangle.\qquad(8)$$

This derivation needs no detour. The branch points touch the pole, but they are soft: the kernel has a kink there and no singularity. With a finite shift $\eta$ in place of $0$, the even part of $1/(-z+i\eta)$ is $-i\eta/(z^2+\eta^2)$, and the reference term is

$$\frac\eta\pi\int_0^\infty dz\,\frac{I_{\rm ref}(z/\hbar)}{z^2+\eta^2}.\qquad(9)$$

For constant $I_{\rm ref}$ this is $\frac12I_{\rm ref}$, as it should be.

### Rotating the other states

For the ground state all other positive levels obey $\varepsilon_n>\varepsilon_a$. Their poles $z=\varepsilon_a-\varepsilon_n+i0$ lie above the negative real axis. Negative levels have poles at $z=\varepsilon_a+|\varepsilon_n|-i0$, below the positive real axis. With the photon cuts placed as before, the first and third quadrants are free.

The kernel continues as $e^{i\omega r/c}/r$ into the first quadrant and as $e^{-i\omega r/c}/r$ into the third. In both it is bounded by $1/r$. On an arc of radius $R$ it also carries $e^{-R|\sin\theta|r/\hbar c}$, which goes to zero for each $\theta$ inside the quadrant. The factor $1/R$ from the electron denominator cancels the arc length. Dominated convergence then makes the arc contribution vanish. Near the origin the integrand is bounded, so a small arc there contributes nothing either.

On $z=i\hbar w$ the kernel contains $e^{-|w|r/c}/r$. Its matrix element $I_n(iw)$ is real, because the two vertex factors are complex conjugates of each other and the kernel is real and symmetric. With $\Delta_n=\varepsilon_a-\varepsilon_n$ and $1/(\Delta_n-i\hbar w)=(\Delta_n+i\hbar w)/(\Delta_n^2+\hbar^2w^2)$, folding the two halves gives

$$\Delta E_n=-\frac\hbar\pi\int_0^\infty dw\,\frac{\Delta_n}{\Delta_n^2+\hbar^2w^2}\,I_n(iw).\qquad(10)$$

With $\Delta_n=-\delta$ and one photon mode this is (3) again.

## Second half: the many-potential part of a 1s level

### Symbols and results carried over

The state $a$ is the 1s level of $H=H_0+V$, where $H_0$ is the free Dirac Hamiltonian, and $a'$ runs over both its magnetic substates. The photon energy is $z=\hbar\omega$, and $C=e^2/4\pi\varepsilon_0=\alpha\hbar c$. The kernel $I(\omega)$ is $C(1-\vec\alpha_1\cdot\vec\alpha_2)/r_{12}$ times $e^{i|\omega|r_{12}/c}$ on the real axis, or $e^{-wr_{12}/c}$ at $\omega=iw$ with $w>0$. The reference states contribute $+\frac12I_{\rm ref}(0)$, equation (8). Every other level contributes the rotated integral (10), which vanishes if $\varepsilon_n$ is set equal to $\varepsilon_a$.

### Which part of the propagator owns the pole

Let $G(E)=(E-H)^{-1}$ and $G_0(E)=(E-H_0)^{-1}$. From $G_0^{-1}=G^{-1}+V$, multiplication by $G_0$ on one side and $G$ on the other gives $G=G_0+G_0VG$ and $G=G_0+GVG_0$. Inserting the second into the first,

$$G=G_0+G_0VG_0+G^{(2+)},\qquad G^{(2+)}=G_0VGVG_0.\qquad(11)$$

The first two terms contain the ultraviolet divergences and are renormalized separately. The last has at least two interactions with the nucleus. Power counting explains the split: the loop has $d^4k$, a photon factor $k^{-2}$, and $1+j$ electron factors $k^{-1}$ for $j$ potentials, so its degree is $1-j$. It is negative for $j\ge2$. I integrate each partial wave over energy before summing partial waves.

The spectrum of $H_0$ is $|E|\ge mc^2$. Since $0<\varepsilon_a<mc^2$, neither $G_0$ nor $G_0VG_0$ has a pole at $\varepsilon_a$. The full $G$ has the pole $P/(E-\varepsilon_a)$, where $P$ projects on the 1s level. The Dirac equation reads $(\varepsilon_a-H_0)\psi_a=V\psi_a$, so

$$G_0(\varepsilon_a)V\psi_a=\psi_a.$$

The residue of $G^{(2+)}$ is therefore $G_0VPVG_0=P$. The many-potential term contains the entire pole.

The rotation of the subtracted terms can be reduced to what is already known. Let $F(t)$ be expression (6) with the levels of $H_0+tV$ in the loop, while $\psi_a$ and $\varepsilon_a$ stay fixed. Because $dG_t/dt=G_tVG_t$, the many-potential shift is

$$\Delta E_{\rm MP}=F(1)-F(0)-F'(0).\qquad(12)$$

For a point nucleus the lowest positive level at strength $0<t<1$ is $mc^2\sqrt{1-(tZ\alpha)^2}>\varepsilon_a$, and at $t=0$ the positive spectrum starts at $mc^2$. There is no pole at zero photon energy for $t<1$, and $F(t)$ rotates without a pole term. At $t=1$ the level reaches $\varepsilon_a$ from above, and (8) appears.

Combining the terms, and noting that $G^{(2+)}$ at $-w$ is the adjoint of that at $w$, I obtain

$$\Delta E_{\rm MP}=\frac12\sum_{a'}\langle aa'|I(0)|a'a\rangle-\frac\hbar\pi\int_0^\infty dw\,{\rm Re}\,T(w),\qquad(13)$$

$$T(w)=C\iint d^3r_1d^3r_2\,\psi_a^\dagger(1)\Big[G^{(2+)}-\sum_j\alpha_jG^{(2+)}\alpha_j\Big]\psi_a(2)\,\frac{e^{-wr_{12}/c}}{r_{12}},$$

with $G^{(2+)}$ taken between points 1 and 2 at energy $\varepsilon_a-i\hbar w$. Near $w=0$ the singular part of $T$ is $I_{\rm ref}(iw)/(-i\hbar w)$. It is imaginary and drops out of the real part. That is why the numerical integrand gives no sign that a finite term is missing.

### Angles for s-wave intermediate states

The pole lies in the channel with ${\rm s}_{1/2}$ intermediate states. Write

$$\psi=\frac1{\sqrt{4\pi}\,r}\begin{pmatrix}G(r)\,\chi\\-iF(r)\,\sigma_r\chi\end{pmatrix},\qquad\sigma_r=\vec\sigma\cdot\hat r,$$

where $\chi$ is a constant two-spinor and the radial $G(r)$ is not the resolvent. The charge vertex $\psi_a^\dagger\psi_n$ contains $\rho=G_aG_n+F_aF_n$ and leaves the spin unchanged. For the current vertex use $\vec\sigma\sigma_r=\hat r+i\,\hat r\times\vec\sigma$ and $\sigma_r\vec\sigma=\hat r-i\,\hat r\times\vec\sigma$:

$$-iG_aF_n\vec\sigma\sigma_r+iF_aG_n\sigma_r\vec\sigma=-iA\hat r+B\,\hat r\times\vec\sigma,$$

$$A=G_aF_n-F_aG_n,\qquad B=G_aF_n+F_aG_n.$$

Exchanging $a$ and $n$ reverses $A$ and keeps $B$. Summing over the intermediate spin is a matrix product. Let $\theta$ be the angle between $\hat r_1$ and $\hat r_2$. The $A$ terms give $(-iA_1)(iA_2)\cos\theta=A_1A_2\cos\theta$. The $B$ terms need

$$(\hat r_1\times\vec\sigma)\cdot(\hat r_2\times\vec\sigma)=3\cos\theta-(\vec\sigma\cdot\hat r_2)(\vec\sigma\cdot\hat r_1)=2\cos\theta+i\vec\sigma\cdot(\hat r_1\times\hat r_2).$$

The last term and the mixed $AB$ terms are linear in $\hat r_1\times\hat r_2$. They vanish when the pair of directions is averaged over all rotations.

Expand the distance-dependent factor as $\sum_LK_L(r_1,r_2)P_L(\cos\theta)$. The average of $P_L$ selects $L=0$. The average of $\cos\theta\,P_L$ selects $L=1$ and equals $\frac13$. For one radial level $n$, with its two spin states summed,

$$I_n=C\int_0^\infty\!\!\int_0^\infty dr_1dr_2\left[\rho_1\rho_2K_0-\tfrac13(A_1A_2+2B_1B_2)K_1\right].\qquad(14)$$

For $n=a$ we have $A=0$, so the reference current is purely the $B$ term. Its spin-conserving part uses $\sigma_z$ twice and has the angular factor $\cos\theta-\hat r_{1z}\hat r_{2z}$. Averaged with $\cos\theta$, this is $\frac13-\frac19=\frac29$. The total is $\frac23$, so the spin-flipped partner supplies two thirds of the current term. Keeping $a'=a$ alone would lose that part.

### The pole term in closed form

The radial Dirac equations for this spinor and $V=-Z\alpha\hbar c/r$ are

$$(mc^2+V-\varepsilon)G=\hbar c\left(F'+\frac Fr\right),\qquad\hbar c\left(G'-\frac Gr\right)=(mc^2+\varepsilon-V)F.$$

Try $G=c_Gr^\gamma e^{-\lambda r}$ and $F=c_Fr^\gamma e^{-\lambda r}$. The $1/r$ terms give $-Z\alpha c_G=(\gamma+1)c_F$ and $(\gamma-1)c_G=Z\alpha c_F$, which agree if $\gamma=\sqrt{1-(Z\alpha)^2}$. The constant terms give $\varepsilon_a=\gamma mc^2$ and $\lambda=Z\alpha mc/\hbar$. Let $P(r)=G^2+F^2$ from here on; it is the normalized radial density,

$$P(r)=\frac{(2\lambda)^{2\gamma+1}}{\Gamma(2\gamma+1)}r^{2\gamma}e^{-2\lambda r}.$$

Since $(c_F/c_G)^2=(1-\gamma)/(1+\gamma)$, we have $G^2=\frac{1+\gamma}2P$ and $F^2=\frac{1-\gamma}2P$. The ratio $c_F/c_G$ is negative, so $GF=-\frac{Z\alpha}2P$ and $B=2GF=-Z\alpha P$.

At zero frequency $K_0=1/r_>$ and $K_1=r_</r_>^2$, with $r_<$ and $r_>$ the smaller and larger radius. Equation (14) gives

$$\Delta E_{\rm pole}=\frac C2\left[R_0-\tfrac23(Z\alpha)^2R_1\right],\quad R_L=\iint dr_1dr_2\,P(r_1)P(r_2)\frac{r_<^L}{r_>^{L+1}}.\qquad(15)$$

Take twice the region $r_2<r_1$ and set $x=2\lambda r$. Both integrals have the form

$$\int_0^\infty dx_1\,x_1^{b-1}e^{-x_1}\int_0^{x_1}dx_2\,x_2^{p-1}e^{-x_2}=\Gamma(p)\Gamma(b)\,I_{1/2}(p,b).$$

This follows from $x_2=uX$, $x_1=(1-u)X$, with Jacobian $X$. The condition $x_2<x_1$ becomes $u<\frac12$, the $X$ integral is $\Gamma(p+b)$, and the $u$ integral is the incomplete beta function. Here $I_{1/2}$ denotes its regularized form. For $R_0$, $p=2\gamma+1$ and $b=2\gamma$. For $R_1$, $p=2\gamma+2$ and $b=2\gamma-1$. The prefactor is $4\lambda/\Gamma(2\gamma+1)^2$, hence

$$R_0=\frac{2\lambda}\gamma I_{1/2}(2\gamma+1,2\gamma),\qquad R_1=\frac{2\lambda(2\gamma+1)}{\gamma(2\gamma-1)}I_{1/2}(2\gamma+2,2\gamma-1).\qquad(16)$$

The function $I_{1/2}(2\gamma+2,2\gamma-1)$ has its usual meaning only for $\gamma>\frac12$; the integral $R_1$ itself stays finite for smaller $\gamma$.

For small $Z\alpha$, $\gamma\to1$ and

$$I_{1/2}(3,2)=12\int_0^{1/2}u^2(1-u)\,du=12\left(\frac1{24}-\frac1{64}\right)=\frac5{16}.$$

Thus $R_0\to5\lambda/8$ and $\Delta E_{\rm pole}\to\frac5{16}Z\alpha^2mc^2$, or $5Z/16$ hartree. This is half the electrostatic energy between two copies of the 1s density.

### Numbers for Z = 50

Take a hydrogen-like ion with a point nucleus and $Z=50$. Then $Z\alpha=0.364868$ and $\gamma=0.931059$. The hartree is $(0.364868/50)^2\times510999$ eV $=27.2114$ eV, so the small-$Z\alpha$ form is $15.625\times27.2114=425.18$ eV. Formula (16) gives

$$\Delta E_{\rm pole}=447.97-23.61=424.36\ {\rm eV}=6.799\times10^{-17}\ {\rm J}.$$

The charge part lies 22.79 eV above the simple form, and the current part takes 23.61 eV away. The small net change is a near cancellation. The cancellation is not exact, and its remainder changes sign: at $Z=80$ the charge part lies 110.15 eV above the simple form and the current part takes 104.58 eV away, so the full term is 685.85 eV against 680.28 eV.

For the rest of (13) I expand both radial components in $r^\gamma e^{-\lambda r}$ times Laguerre polynomials $L_i^{(2\gamma)}(2\lambda r)$. The photon kernel separates in wave number through $\sin(kr_{12})/(kr_{12})=\sum_L(2L+1)j_L(kr_1)j_L(kr_2)P_L(\cos\theta)$. The integrals over $k$ and $w$ use the trapezoidal rule in the logarithm of the variable. With 26 functions per component, the rotated integral and the pole term of the ${\rm s}_{1/2}$ channel add up to

$$-304.8+424.4=119.6\ {\rm eV}.$$

With 16 functions the sum is 119.56 eV instead of 119.60 eV. This small step does not bound the remaining basis error, because the basis converges slowly. With 150 functions the sum is 119.73 eV, and larger bases with a shorter length scale settle at 119.75 eV, with a rotated integral of $-304.61$ eV. The 26-function values are therefore low by about 0.15 eV. The rotated integral alone would have the wrong sign.

The same channel can be computed without rotation. I use the denominators (1) and (2) for each $k$ and form (12), with $F'(0)$ from a five-point difference in the potential strength. The result is 119.60 eV. In the same basis the two values differ by $1\times10^{-7}$ of the pole term. This agreement concerns the contour, not the completeness of the basis. The other intermediate channels and the renormalized low-potential terms are absent, so this channel sum is not the Lamb shift of the ion.

### Watching a level arrive

Give a fictitious level the reference matrix element and place it a gap $\delta$ above 1s. Numerical integration of (10), divided by $I_{\rm ref}(0)$, gives:

- $\delta=10^{-1}mc^2$: 0.302
- $\delta=10^{-2}mc^2$: 0.452
- $\delta=10^{-4}mc^2$: 0.49888
- $\delta=10^{-6}mc^2$: 0.49998

The approach to $\frac12$ is logarithmically slowed. From (1), each mode falls short of $\frac12$ by $\delta/[2(\hbar ck+\delta)]$. At small $k$ the charge form factor is 1 and the current form factor vanishes, while the atom cuts the integral off near $k\sim\lambda$. To logarithmic accuracy the shortfall is

$$\frac{\alpha\hbar c}{\pi I_{\rm ref}(0)}\int_0^\lambda\frac{\delta\,dk}{\hbar ck+\delta}\simeq\frac{\alpha\,\delta}{\pi I_{\rm ref}(0)}\ln\frac{\hbar c\lambda}\delta.$$

Here $I_{\rm ref}(0)=2\times424.36=848.72$ eV and $\alpha mc^2/I_{\rm ref}(0)=4.39$. For $\delta=10^{-4}mc^2$ the estimate is $4.39\times10^{-4}\times8.20/\pi=1.15\times10^{-3}$. The computed shortfall is $1.12\times10^{-3}$.

The same logarithm appears on the real axis. For small $z$ the kernel is $I_{\rm ref}(0)+i\alpha z$, because the density is normalized to 1 and the linear current term vanishes. Equation (9) then acquires the imaginary part $(\alpha\eta/\pi)\ln(\hbar c\lambda/\eta)$. For $\eta=10^{-6}mc^2$ this is $1.8\times10^{-5}I_{\rm ref}(0)$. Evaluating (9) with Gauss–Laguerre radial quadrature and a logarithmic grid in $z$ gives $0.499998+1.75\times10^{-5}i$ in units of $I_{\rm ref}(0)$; the last digit of the imaginary part carries the quadrature error, and the converged value is $1.76\times10^{-5}$. The imaginary part belongs to the finite shift and disappears with it.

### Where the formula changes

Equation (13) is for the lowest positive level. For an excited state, each lower positive level adds the full residue $\langle an|I((\varepsilon_a-\varepsilon_n)/\hbar)|na\rangle$, as the one-mode case showed. That term can be complex: when $\hbar ck$ can equal $\varepsilon_a-\varepsilon_n$, the denominator in (1) vanishes for a real photon, and the imaginary part describes decay. Any further level degenerate with $a$ must be included in the sum over $a'$ if its matrix element is nonzero.

The closed form (16) also assumes a point nucleus. For an extended nucleus (15) must be evaluated with the corresponding $G$ and $F$, keeping the $B$ term as $2GF$. The weight $\frac12$ of the reference level is unchanged for any $a$ with $\varepsilon_a>0$, ground or excited, because it follows from the side of the contour on which the reference pole lies and from the evenness and continuity of the photon kernel.
